# Equalizing edge energy between an isolated line and a filled area: a numerical check

```python
"""
Electron-beam proximity correction with a double-Gaussian point spread.
Result under test: equal edge energy for an isolated narrow line and for
a narrow gap in a filled area needs D_iso/D_dense = (1+eta)/F - 1, where
F = [erf(w/alpha) + eta*erf(w/beta)]/2; for alpha << w << beta this
tends to 1 + 2*eta (2.2 for eta = 0.6).
eta: backscattered/forward energy; alpha, beta: forward and backscatter
ranges; w: width of line or gap; level: dose times convolution, with the
forward part of the point spread normalized to one.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

eta, alpha, beta = 0.6, 20.0, 10000.0   # ranges in nm
width, dose_dense = 200.0, 100.0        # nm, microC/cm^2


def strip_angle_fraction(r, w):
    """Fraction of a circle about an edge point lying inside the strip."""
    return 0.5 if r <= w else np.arcsin(w / r) / np.pi


def polar_level(w, a, b, ratio, gap=False, radius=np.inf):
    """Edge level per unit dose from the two-dimensional point spread."""
    total = 0.0
    for weight, s in ((1.0, a), (ratio, b)):
        top = min(9.0, radius / s)

        def integrand(t):
            part = strip_angle_fraction(s * t, w)
            return 2 * t * np.exp(-t * t) * (1 - part if gap else part)

        cut = min(w / s, top)
        total += weight * quad(integrand, 0, cut, epsabs=1e-11)[0]
        if cut < top:
            total += weight * quad(integrand, cut, top,
                                   epsabs=1e-11, limit=200)[0]
    return total


def edge_formula(w):
    return 0.5 * (erf(w / alpha) + eta * erf(w / beta))


def ratio_formula(w):
    return (1 + eta) / edge_formula(w) - 1


def line_profile(x, w=width):
    """Level per unit dose at x for a line exposed from 0 to w."""
    return sum(0.5 * c * (erf((w - x) / s) + erf(x / s))
               for c, s in ((1.0, alpha), (eta, beta)))


def gap_profile(x):
    return 1 + eta - line_profile(x)


# Edge levels and dose ratio: polar quadrature against error functions
widths = [20.0, 50.0, 100.0, 200.0, 1000.0, 10000.0]
quadrature_ratios = []
for w in widths:
    line = polar_level(w, alpha, beta, eta)
    gap = polar_level(w, alpha, beta, eta, gap=True)
    assert abs(line - edge_formula(w)) < 1e-7
    assert abs(gap - (1 + eta - edge_formula(w))) < 1e-7
    assert abs(gap / line - ratio_formula(w)) < 1e-6
    quadrature_ratios.append(gap / line)

# Limit of well separated lengths, for several backscatter ratios
for test_eta in (0.3, 0.6, 0.9):
    line = polar_level(10.0, 1.0, 1e6, test_eta)
    gap = polar_level(10.0, 1.0, 1e6, test_eta, gap=True)
    # remaining error is of order w/beta = 1e-5 times a few
    assert abs(gap / line - (1 + 2 * test_eta)) < 1e-4
    if test_eta == eta:
        limit_quadrature = gap / line

# First correction in w/beta; neglected terms are of order (w/beta)^2
first_order = (1 + 2 * eta
               - 4 * eta * (1 + eta) * width / (np.sqrt(np.pi) * beta))
assert abs(first_order - ratio_formula(width)) < 5 * (width / beta) ** 2

# Gratings by explicit summation, and outer edge of a very large pad
pitch = 400.0
starts = pitch * np.arange(-200, 201)
grating = []
for density in (0.25, 0.5, 0.75):
    ends = starts + density * pitch
    level = sum(0.5 * c * np.sum(erf(ends / s) - erf(starts / s))
                for c, s in ((1.0, alpha), (eta, beta)))
    assert abs(level - (0.5 + eta * density)) < 1e-6
    grating.append((density, level, level / 0.5))
pad_edge_ratio = polar_level(1e9, alpha, beta, eta) / 0.5
assert abs(pad_edge_ratio - (1 + eta)) < 1e-7

# Narrow gap at the centre of a disc-shaped pad
pads = []
for radius in (10000.0, 20000.0, 30000.0):
    predicted = 1 + 2 * eta * (1 - np.exp(-(radius / beta) ** 2))
    scaled = radius / beta * 1e6
    line = polar_level(10.0, 1.0, 1e6, eta)
    gap = polar_level(10.0, 1.0, 1e6, eta, gap=True, radius=scaled)
    assert abs(gap / line - predicted) < 1e-4
    actual = (polar_level(width, alpha, beta, eta, True, radius)
              / polar_level(width, alpha, beta, eta))
    pads.append((radius / 1000, predicted, actual))

# Worked example: doses, levels, slopes and sensitivity to dose
ratio = ratio_formula(width)
dose_iso = ratio * dose_dense
threshold = dose_dense * polar_level(width, alpha, beta, eta, gap=True)
assert abs(dose_iso * line_profile(0.0) - threshold) < 1e-5
centre = width / 2
xs = np.linspace(-width, 2 * width, 3001)
uncorrected_peak = dose_dense * np.max(line_profile(xs))
assert uncorrected_peak < threshold

h = 0.01
slope_iso = dose_iso * (line_profile(h) - line_profile(-h)) / (2 * h)
slope_dense = dose_dense * (gap_profile(h) - gap_profile(-h)) / (2 * h)
slope_theory = dose_iso / np.sqrt(np.pi) * (
    (1 - np.exp(-(width / alpha) ** 2)) / alpha
    + eta * (1 - np.exp(-(width / beta) ** 2)) / beta)
assert abs(slope_iso / slope_theory - 1) < 1e-5
assert abs(-slope_iso / slope_dense - ratio) < 1e-5

shift_iso = abs(brentq(
    lambda x: 1.01 * dose_iso * line_profile(x) - threshold, -alpha, alpha))
shift_dense = abs(brentq(
    lambda x: 1.01 * dose_dense * gap_profile(x) - threshold, -alpha, alpha))
# a finite 1% step differs from the linear estimate by about 1%
assert abs(shift_iso / (0.01 * threshold / slope_iso) - 1) < 0.03
assert abs(shift_dense / (0.01 * threshold / -slope_dense) - 1) < 0.03
assert abs(shift_dense / shift_iso / ratio - 1) < 0.03

print(f"backscatter ratio eta = {eta:.1f}")
print(f"forward range alpha = {alpha:.0f} nm")
print(f"backscatter range beta = {beta:.0f} nm")
print(f"line and gap width w = {width:.0f} nm")
print(f"dense dose = {dose_dense:.1f} microC/cm^2")
print(f"ideal ratio 1+2*eta = {1 + 2 * eta:.4f}")
print(f"ratio by quadrature near the limit = {limit_quadrature:.4f}")
print(f"erf(w/alpha) = {erf(width / alpha):.6f}")
print(f"erf(w/beta) = {erf(width / beta):.6f}")
print(f"line edge level per unit dose F = {edge_formula(width):.5f}")
print(f"gap edge level per unit dose = {1 + eta - edge_formula(width):.5f}")
print(f"finite-width dose ratio = {ratio:.4f}")
print(f"first-order dose ratio = {first_order:.4f}")
print(f"isolated dose = {dose_iso:.2f} microC/cm^2")
print(f"common edge level = {threshold:.2f} microC/cm^2")
print(f"isolated line centre level = "
      f"{dose_iso * line_profile(centre):.2f} microC/cm^2")
print(f"dense gap centre level = "
      f"{dose_dense * gap_profile(centre):.2f} microC/cm^2")
print(f"filled area level = {dose_dense * (1 + eta):.2f} microC/cm^2")
print(f"line peak at dense dose = {uncorrected_peak:.2f} microC/cm^2")
print(f"isolated edge slope = {abs(slope_iso):.3f} microC/cm^2 per nm")
print(f"dense edge slope = {abs(slope_dense):.3f} microC/cm^2 per nm")
print(f"isolated edge shift for +1% dose = {shift_iso:.3f} nm")
print(f"dense edge shift for +1% dose = {shift_dense:.3f} nm")
for w, value in zip(widths, quadrature_ratios):
    print(f"width {w:.0f} nm: dose ratio = {value:.4f}")
for density, level, value in grating:
    print(f"grating density {density:.2f}: edge level per unit dose = "
          f"{level:.4f}, ratio = {value:.4f}")
print(f"large pad outer edge: ratio = {pad_edge_ratio:.4f}")
for radius, predicted, actual in pads:
    print(f"pad radius {radius:.0f} micrometre: ideal ratio = "
          f"{predicted:.4f}, at width w = {actual:.4f}")
print("tests ok")
```

Output:

```
backscatter ratio eta = 0.6
forward range alpha = 20 nm
backscatter range beta = 10000 nm
line and gap width w = 200 nm
dense dose = 100.0 microC/cm^2
ideal ratio 1+2*eta = 2.2000
ratio by quadrature near the limit = 2.2000
erf(w/alpha) = 1.000000
erf(w/beta) = 0.022565
line edge level per unit dose F = 0.50677
gap edge level per unit dose = 1.09323
finite-width dose ratio = 2.1573
first-order dose ratio = 2.1567
isolated dose = 215.73 microC/cm^2
common edge level = 109.32 microC/cm^2
isolated line centre level = 217.19 microC/cm^2
dense gap centre level = 59.32 microC/cm^2
filled area level = 160.00 microC/cm^2
line peak at dense dose = 100.68 microC/cm^2
isolated edge slope = 6.086 microC/cm^2 per nm
dense edge slope = 2.821 microC/cm^2 per nm
isolated edge shift for +1% dose = 0.178 nm
dense edge shift for +1% dose = 0.384 nm
width 20 nm: dose ratio = 2.7912
width 50 nm: dose ratio = 2.1905
width 100 nm: dose ratio = 2.1785
width 200 nm: dose ratio = 2.1573
width 1000 nm: dose ratio = 1.9977
width 10000 nm: dose ratio = 1.1254
grating density 0.25: edge level per unit dose = 0.6500, ratio = 1.3000
grating density 0.50: edge level per unit dose = 0.8000, ratio = 1.6000
grating density 0.75: edge level per unit dose = 0.9500, ratio = 1.9000
large pad outer edge: ratio = 1.6000
pad radius 10 micrometre: ideal ratio = 1.7585, at width w = 1.7238
pad radius 20 micrometre: ideal ratio = 2.1780, at width w = 2.1356
pad radius 30 micrometre: ideal ratio = 2.1999, at width w = 2.1571
tests ok
```
